# Half the Centre Density at the Edge of a Collisionless Plasma Slab: test program

```python
"""
Collisionless cold-ion fluid slab, ions born at rest, Boltzmann electrons.
Result under test: the density where the ion speed reaches the Bohm speed is
exactly half the centre density, for any ionization profile.
Symbols (scaled): n = density / centre density, v = ion speed / Bohm speed,
x = position * (centre ionization rate per centre density) / Bohm speed,
eta = -e*potential/(k*Te), eps = Debye length in the same unit as x.
The program also sizes kinetic, collisional, space-charge and electron-cooling
corrections for a low-pressure argon plasma.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn


def flow(source, drag=1.0, friction=0.0):
    """Integrate primitive continuity and momentum equations from v=0 to v=1.

    v is the independent variable; the unknown slopes are dn/dv and dx/dv.
    drag=1: newborn ions at rest; drag=0: newborn ions move with the flow.
    friction = inverse ion mean free path in scaled units.
    """
    def slopes(v, y):
        n, x = y
        s = source(n, x)
        matrix = np.array([[v, -s],
                           [1.0, drag * v * s + friction * n * v**2]])
        return np.linalg.solve(matrix, np.array([-n, -n * v]))
    return solve_ivp(slopes, (0.0, 1.0), [1.0, 0.0], method="DOP853",
                     rtol=1e-10, atol=1e-12, dense_output=True)


def poisson_edge(eps, uniform):
    """Ion fluid with Poisson's equation, integrated from centre to v=1.

    State: ion flux, ion momentum flux, eta, d(eta)/dx.
    Returns x, ion and electron density ratios, error of total momentum.
    """
    b = brentq(lambda q: 2 * eps**2 * q**3 + q - 1, 0.0, 1.0, xtol=1e-15)
    x0 = 1e-3   # start from the regular power series at the centre

    def slopes(x, y):
        flux, mom, eta, field = y
        ion = flux**2 / mom
        electron = np.exp(-eta)
        birth = 1.0 if uniform else electron
        return [birth, ion * field, field, (ion - electron) / eps**2]

    def bohm(x, y):
        return y[1] / y[0] - 1.0
    bohm.terminal = True
    sol = solve_ivp(slopes, (x0, 2.0),
                    [x0, b * x0**2, b**2 * x0**2, 2 * b**2 * x0],
                    method="DOP853", rtol=1e-9, atol=1e-15, events=bohm)
    assert sol.status == 1
    flux, mom, eta, field = sol.y_events[0][0]
    total = mom + np.exp(-eta) - eps**2 * field**2 / 2
    return sol.t_events[0][0], b * flux**2 / mom, np.exp(-eta), total - 1


# --- Half-density result for three different ionization profiles ---
profiles = {"proportional to n": lambda n, x: n,
            "uniform": lambda n, x: 1.0,
            "edge-weighted": lambda n, x: 1.0 + 10 * x**2}
runs = {name: flow(s) for name, s in profiles.items()}
for run in runs.values():
    assert abs(run.y[0, -1] - 0.5) < 1e-8
    # edge flux = integrated source must be half of n0*uB
x_edge = runs["proportional to n"].y[1, -1]
assert abs(x_edge - (np.pi / 2 - 1)) < 1e-8
weighted_x = runs["edge-weighted"].y[1, -1]
assert abs(weighted_x + 10 * weighted_x**3 / 3 - 0.5) < 1e-8
uniform_x = runs["uniform"].y[1, -1]
assert abs(uniform_x - 0.5) < 1e-8

# --- Closed-form profiles against the integrated equations ---
for v in (0.2, 0.5, 0.8):
    n_num, x_num = runs["proportional to n"].sol(v)
    assert abs(x_num - (2 * np.arctan(v) - v)) < 1e-7
    n_num, x_num = runs["uniform"].sol(v)
    z = x_num / uniform_x
    assert abs(n_num - (1 + np.sqrt(1 - z**2)) / 2) < 1e-7

# --- Without the drag of newborn ions the ratio is different ---
no_drag = flow(profiles["proportional to n"], drag=0.0).y[0, -1]
assert abs(no_drag - np.exp(-0.5)) < 1e-8

# --- Space charge included: the limit of small Debye length ---
for uniform, x_limit in ((False, np.pi / 2 - 1), (True, 0.5)):
    coarse = poisson_edge(1e-2, uniform)
    fine = poisson_edge(1e-3, uniform)
    assert max(abs(coarse[3]), abs(fine[3])) < 1e-6
    for k, limit in ((0, x_limit), (1, 0.5), (2, 0.5)):
        # finite Debye length shifts the edge; the shift must shrink
        assert abs(fine[k] - limit) < 0.03
        assert abs(fine[k] - limit) < abs(coarse[k] - limit) / 3

# --- Work of the field per ion reaching the edge, in units of k*Te ---
work = quad(lambda n: np.sqrt(n * (1 - n)) / n, 0.5, 1.0)[0] / 0.5
assert abs(work - (np.pi / 2 - 1)) < 1e-8

# --- Kinetic solution, r = sqrt(eta) ---
amp = 2 * np.sqrt(2) / np.pi


def born(r):
    """Ion production per unit r."""
    return amp * (1 - 2 * r * dawsn(r))


def kinetic_moments(r):
    """Density and momentum flux summed over all birth places."""
    dens = quad(lambda q: born(q) / np.sqrt(2 * (r + q)), 0, r,
                weight="alg", wvar=(0, -0.5))[0]
    mom = quad(lambda q: born(q) * np.sqrt(2 * (r**2 - q**2)), 0, r)[0]
    return dens, mom


r_edge = minimize_scalar(lambda r: -dawsn(r), bounds=(0.5, 1.5),
                         method="bounded", options={"xatol": 1e-10}).x
for r in (0.3, 0.6, r_edge):
    dens, mom = kinetic_moments(r)
    assert abs(dens - np.exp(-r**2)) < 1e-7
    assert abs(mom + dens - 1) < 1e-7
kin_n, kin_mom = kinetic_moments(r_edge)
kin_flux = amp * dawsn(r_edge)
kin_u = kin_flux / kin_n
kin_spread = kin_mom / kin_n - kin_u**2
assert kin_n < 0.5 and kin_u > 1 and 0 < kin_spread < kin_u**2 - 1

# --- Polytropic electrons: edge = maximum of the ion flux ---
gamma = 1.1
poly_n = minimize_scalar(lambda n: -n * (1 - n**gamma), bounds=(0.1, 0.9),
                         method="bounded", options={"xatol": 1e-10}).x
assert abs(poly_n - (1 + gamma)**(-1 / gamma)) < 1e-6

# --- Worked example: low-pressure argon plasma, rough typical values ---
gap = 0.06                         # m
half = gap / 2
pressure = 0.3e-3 * c.torr         # Pa
gas_T = 300.0                      # K
Te = 8.0                           # eV
n0 = 1e16                          # m^-3
sigma = 1e-18                      # m^2, ion-neutral
M = 39.95 * c.atomic_mass
uB = np.sqrt(c.e * Te / M)
gas_n = pressure / (c.k * gas_T)
nu = (np.pi / 2 - 1) * uB / half
rate = nu / gas_n
ion_flux = n0 * uB / 2
mfp = 1 / (gas_n * sigma)
debye = np.sqrt(c.epsilon_0 * Te / (c.e * n0))
eps = debye * nu / uB
sp_x, sp_ion, sp_el, sp_err = poisson_edge(eps, False)
assert abs(sp_err) < 1e-6


def mismatch(friction):
    run = flow(profiles["proportional to n"], friction=friction)
    return friction * run.y[1, -1] - half / mfp


friction = brentq(mismatch, 0.0, 5.0, xtol=1e-9)
coll = flow(profiles["proportional to n"], friction=friction)
coll_n, coll_x = coll.y[:, -1]
assert coll_n < 0.5
# total momentum: what is missing at the edge went into the gas
to_gas = quad(lambda v: friction * coll.sol(v)[0] * v**2
              * (coll.sol(v)[0] * (1 - v**2)
                 / (coll.sol(v)[0] * (1 + v**2 + friction * v**3))),
              0, 1)[0]
assert abs(to_gas - (1 - 2 * coll_n)) < 1e-6
neutral_flux = gas_n * np.sqrt(8 * c.k * gas_T / (np.pi * M)) / 4

print(f"Gap width: {gap*100:.1f} cm; half-width: {half*100:.1f} cm")
print(f"Gas pressure: {pressure/c.torr*1e3:.2f} mTorr")
print(f"Gas temperature: {gas_T:.0f} K")
print(f"Gas density: {gas_n*1e-6:.3e} cm^-3")
print(f"Electron temperature: {Te:.1f} eV")
print(f"Centre density: {n0*1e-6:.2e} cm^-3")
print(f"Ion-neutral cross-section: {sigma*1e4:.1e} cm^2")
print(f"Argon ion mass: {M:.4e} kg")
print(f"Bohm speed: {uB:.1f} m/s")
for name, run in runs.items():
    print(f"Edge/centre density, source {name}: {run.y[0,-1]:.8f}")
print(f"Scaled half-width nu*l/uB, source ~ n: {x_edge:.6f}")
for z in (0.25, 0.5, 0.75, 0.9, 0.99):
    v = brentq(lambda q: 2*np.arctan(q) - q - z*(np.pi/2 - 1), 0, 1)
    flat = (1 + np.sqrt(1 - z**2)) / 2
    print(f"x/l={z:.2f}: u/uB={v:.4f}, n/n0={1/(1+v*v):.4f}"
          f" (source ~ n); n/n0={flat:.4f} (uniform)")
print(f"Edge density: {n0/2*1e-6:.2e} cm^-3")
print(f"Centre-to-edge potential drop: {Te*np.log(2):.3f} V")
print(f"Ionization frequency needed: {nu:.4e} s^-1")
print(f"Ionization rate coefficient needed: {rate*1e6:.3e} cm^3/s")
print(f"Ion flux to each wall: {ion_flux*1e-4:.3e} cm^-2 s^-1")
print(f"Ion current density: {c.e*ion_flux*0.1:.4f} mA/cm^2")
print(f"Edge ratio without newborn-ion drag: {no_drag:.4f}")
print(f"Field work per ion at edge: {work:.4f} kTe = {work*Te:.3f} eV")
print(f"Directed energy per ion at edge: {Te/2:.3f} eV")
print(f"Energy missing from cold fluid: {(work-0.5)*Te:.3f} eV per ion")
print(f"Kinetic edge ratio: {kin_n:.4f}")
print(f"Kinetic potential drop: {r_edge**2:.4f} kTe/e")
print(f"Kinetic mean edge speed: {kin_u:.4f} uB")
print(f"Kinetic velocity variance at edge: {kin_spread:.4f} uB^2")
print(f"Kinetic edge flux: {kin_flux:.4f} n0*uB (fluid: {0.5:.4f})")
print(f"Kinetic/fluid wall flux: {kin_flux/0.5:.4f}")
print(f"Ion mean free path: {mfp*100:.2f} cm")
print(f"Half-width / mean free path: {half/mfp:.4f}")
print(f"Edge ratio with ion-neutral friction: {coll_n:.4f}")
print(f"Scaled half-width nu*l/uB with friction: {coll_x:.4f}")
print(f"Debye length at centre: {debye*1e3:.4f} mm")
print(f"Debye length / half-width: {debye/half:.5f}")
print(f"Ion density ratio at u=uB with space charge: {sp_ion:.4f}")
print(f"Electron density ratio at u=uB, same case: {sp_el:.4f}")
print(f"Scaled position of u=uB, same case: {sp_x:.4f}")
print(f"Edge ratio, polytropic electrons gamma={gamma}: {poly_n:.4f}")
print(f"Gas temperature / electron temperature: {c.k*gas_T/(c.e*Te):.5f}")
print(f"Ion wall flux / thermal neutral flux: {ion_flux/neutral_flux:.4f}")
print(f"Electron pressure / gas pressure: {n0*c.e*Te/pressure:.4f}")
print(f"Momentum given to gas / gas pressure: "
      f"{to_gas*n0*c.e*Te/pressure:.4f}")
print("all assertions hold")
```

Running it gives:

```
Gap width: 6.0 cm; half-width: 3.0 cm
Gas pressure: 0.30 mTorr
Gas temperature: 300 K
Gas density: 9.656e+12 cm^-3
Electron temperature: 8.0 eV
Centre density: 1.00e+10 cm^-3
Ion-neutral cross-section: 1.0e-14 cm^2
Argon ion mass: 6.6339e-26 kg
Bohm speed: 4395.6 m/s
Edge/centre density, source proportional to n: 0.50000000
Edge/centre density, source uniform: 0.50000000
Edge/centre density, source edge-weighted: 0.50000000
Scaled half-width nu*l/uB, source ~ n: 0.570796
x/l=0.25: u/uB=0.1447, n/n0=0.9795 (source ~ n); n/n0=0.9841 (uniform)
x/l=0.50: u/uB=0.3030, n/n0=0.9159 (source ~ n); n/n0=0.9330 (uniform)
x/l=0.75: u/uB=0.5013, n/n0=0.7991 (source ~ n); n/n0=0.8307 (uniform)
x/l=0.90: u/uB=0.6783, n/n0=0.6849 (source ~ n); n/n0=0.7179 (uniform)
x/l=0.99: u/uB=0.8950, n/n0=0.5553 (source ~ n); n/n0=0.5705 (uniform)
Edge density: 5.00e+09 cm^-3
Centre-to-edge potential drop: 5.545 V
Ionization frequency needed: 8.3633e+04 s^-1
Ionization rate coefficient needed: 8.661e-09 cm^3/s
Ion flux to each wall: 2.198e+15 cm^-2 s^-1
Ion current density: 0.3521 mA/cm^2
Edge ratio without newborn-ion drag: 0.6065
Field work per ion at edge: 0.5708 kTe = 4.566 eV
Directed energy per ion at edge: 4.000 eV
Energy missing from cold fluid: 0.566 eV per ion
Kinetic edge ratio: 0.4257
Kinetic potential drop: 0.8540 kTe/e
Kinetic mean edge speed: 1.1443 uB
Kinetic velocity variance at edge: 0.0397 uB^2
Kinetic edge flux: 0.4871 n0*uB (fluid: 0.5000)
Kinetic/fluid wall flux: 0.9742
Ion mean free path: 10.36 cm
Half-width / mean free path: 0.2897
Edge ratio with ion-neutral friction: 0.4831
Scaled half-width nu*l/uB with friction: 0.5519
Debye length at centre: 0.2103 mm
Debye length / half-width: 0.00701
Ion density ratio at u=uB with space charge: 0.5056
Electron density ratio at u=uB, same case: 0.4955
Scaled position of u=uB, same case: 0.5810
Edge ratio, polytropic electrons gamma=1.1: 0.5094
Gas temperature / electron temperature: 0.00323
Ion wall flux / thermal neutral flux: 0.0228
Electron pressure / gas pressure: 0.3205
Momentum given to gas / gas pressure: 0.0108
all assertions hold
```
